# The thermal conductance factor of a tunnelling contact and its validity limit: verification in Python

```python
"""Thermal factor of tunnelling conductance at a metal-semiconductor contact.

Result under test: if the transmission grows as exp(E/Es) around the Fermi
level, then G(T)/G(0) = pi*a/sin(pi*a), a = kT/Es, and this needs a < 1.
For a parabolic depletion barrier Es = E00/L, where
  E00 = (1/2) sqrt(N/(m eps)),  L = arccosh(sqrt(phi/EF)),
  N doping, m mass, eps permittivity, EF Fermi energy above the band bottom,
  phi barrier top above the bulk band bottom (barrier phi_b plus EF).
All algebra is in Hartree atomic units; eps = eps_r/(4 pi).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import expit

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
K_EV = const.k / const.e
RHO_OHM_CM2 = const.hbar / const.e**2 * (BOHR_M * 100)**2


def law(a):
    return np.pi * a / np.sin(np.pi * a)


def fermi_kernel(a, upper, power=0):
    """Integral of x^power exp(a x)/(1+exp(x)) up to a cutoff."""
    x = np.linspace(-45 / a, upper, 60001)
    return simpson(x**power * np.exp(a * x) * expit(-x), x=x)


def e00_energy(doping, mass, eps_r):
    return 0.5 * np.sqrt(4 * np.pi * doping / (mass * eps_r))


def depletion_width(doping, eps_r, phi):
    return np.sqrt(eps_r * phi / (2 * np.pi * doping))


def slope_number(energy, phi):
    return np.arccosh(np.sqrt(phi / energy))


def wkb_action(energy, phi, e00):
    e = np.clip(np.asarray(energy) / phi, 1e-14, 1.0)
    return phi / e00 * (np.sqrt(1 - e) - e * np.arccosh(1 / np.sqrt(e)))


def summed_action(energy, phi, mass, width, slices, image_eps=None):
    """Twice the integral of the decay constant, summed over the barrier."""
    h = width / slices
    x = (np.arange(slices) + 0.5) * h
    potential = phi * (1 - x / width)**2
    if image_eps is not None:
        potential = potential - 1 / (4 * image_eps * x)
    gap = np.clip(potential[None, :] - np.atleast_1d(energy)[:, None], 0, None)
    return 2 * h * np.sqrt(2 * mass * gap).sum(axis=1)


def wave_transmission(energy, phi, mass, width, metal_depth, slices):
    """Schroedinger transmission: parabola cut into flat slices, metal step."""
    energy = np.maximum(np.atleast_1d(energy), 1e-9)
    k_metal = np.sqrt(2 * mass * (energy + metal_depth))
    k_semi = np.sqrt(2 * mass * energy)
    psi = np.ones(energy.size, complex)
    slope = -1j * k_metal
    h = width / slices
    for x in (np.arange(slices) + 0.5) * h:
        v = phi * (1 - x / width)**2
        q = np.sqrt(2 * mass * (energy - v) + 0j)
        c, s = np.cos(q * h), np.sin(q * h) / q
        psi, slope = c * psi + s * slope, -q * q * s * psi + c * slope
    incident = 0.5 * (psi + 1j * slope / k_semi)
    return k_metal / k_semi / np.abs(incident)**2


def weighted_transmission(transmission, mu, kt, top, points=2001):
    """Integral of T(E) f(E) over normal energy from the band bottom."""
    if kt == 0:
        e = np.linspace(0, mu, points)
        return simpson(transmission(e), x=e)
    e = np.linspace(0, top + 30 * kt, points)
    return simpson(transmission(e) * expit(-(e - mu) / kt), x=e)


def fermi_energy(doping, mass, valleys):
    return (3 * np.pi**2 * doping / valleys)**(2 / 3) / (2 * mass)


def chemical_potential(doping, mass, valleys, kt):
    """Level that keeps the bulk electron density equal to the doping."""
    def excess(mu):
        u = np.linspace(0, np.sqrt(max(mu, 0) + 40 * kt), 6001)
        total = simpson(2 * u**2 * expit(-(u**2 - mu) / kt), x=u)
        return valleys * (2 * mass)**1.5 / (2 * np.pi**2) * total / doping - 1
    ef = fermi_energy(doping, mass, valleys)
    return brentq(excess, -20 * kt, 1.5 * ef + kt)


# --- the thermal factor, from quadrature, for both kernels
for a in (0.05, 0.3, 0.5, 0.8, 0.9):
    planar = a * fermi_kernel(a, 45 / (1 - a))
    x = np.linspace(-45 / (1 + a), 45 / (1 - a), 60001)
    channel = simpson(np.exp(a * x) * expit(x) * expit(-x), x=x)
    assert abs(planar / law(a) - 1) < 1e-6
    assert abs(channel / law(a) - 1) < 1e-6
small = 0.05
first_term = (small * fermi_kernel(small, 48) - 1) / small**2
assert abs(first_term - np.pi**2 / 6) < 0.01      # next term is about 0.005
for a in (0.3, 0.8):
    mean = fermi_kernel(a, 60 / (1 - a), 1) / fermi_kernel(a, 60 / (1 - a))
    assert abs(mean + np.pi / np.tan(np.pi * a)) < 1e-5

# --- loss of convergence at and above a = 1, and the missing upper tail
assert abs(fermi_kernel(0.8, 140) / fermi_kernel(0.8, 100) - 1) < 1e-6
assert abs(fermi_kernel(1.0, 60) - fermi_kernel(1.0, 40) - 20) < 1e-5
growth = np.log(fermi_kernel(1.2, 60) / fermi_kernel(1.2, 40)) / 20
assert abs(growth - 0.2) < 1e-3
missing = fermi_kernel(0.6, 110) - fermi_kernel(0.6, 12)
assert abs(missing / (np.exp(-0.4 * 12) / 0.4) - 1) < 1e-3

# --- conductance from the current summed over momentum, with a transmission
#     that itself changes with bias
kt_test, mass_test, scale_test, t_fermi_test = 0.001, 0.3, 0.002, 0.01
normal = np.linspace(-60 * kt_test, 60 * kt_test, 801)
k_par = np.linspace(0, np.sqrt(2 * mass_test * 110 * kt_test), 1501)
total_energy = normal[:, None] + k_par[None, :]**2 / (2 * mass_test)


def current(bias):
    difference = (expit(-(total_energy - bias) / kt_test)
                  - expit(-total_energy / kt_test))
    sheet = simpson(2 * np.pi * k_par * difference, x=k_par, axis=1)
    t = t_fermi_test * np.exp((normal + 0.7 * bias) / scale_test)
    return 2 / (2 * np.pi)**3 * simpson(t * sheet, x=normal)


db = 0.01 * kt_test
g_numeric = (current(db) - current(-db)) / (2 * db)
g_formula = (mass_test / (2 * np.pi**2) * t_fermi_test * scale_test
             * law(kt_test / scale_test))
assert abs(g_numeric / g_formula - 1) < 1e-3

# --- worked example: rough values for a heavily doped silicide-type contact
PHI_B_EV, MASS, EPS_R, VALLEYS = 0.60, 0.30, 12.0, 6
METAL_DEPTH_EV, T_ROOM = 5.0, 300.0
phi_b = PHI_B_EV / HARTREE_EV
metal_depth = METAL_DEPTH_EV / HARTREE_EV
kt_room = K_EV * T_ROOM / HARTREE_EV


def contact(doping_cm3):
    n = doping_cm3 * 1e6 * BOHR_M**3
    ef = fermi_energy(n, MASS, VALLEYS)
    phi = phi_b + ef
    e00 = e00_energy(n, MASS, EPS_R)
    number = slope_number(ef, phi)
    return dict(n=n, ef=ef, phi=phi, e00=e00, L=number, es=e00 / number,
                width=depletion_width(n, EPS_R, phi))


def wkb_factor(c, kt, neutral=False):
    cold = weighted_transmission(
        lambda e: np.exp(-wkb_action(e, c["phi"], c["e00"])),
        c["ef"], 0, c["phi"])
    mu = chemical_potential(c["n"], MASS, VALLEYS, kt) if neutral else c["ef"]
    top = phi_b + mu
    warm = weighted_transmission(
        lambda e: np.exp(-wkb_action(e, top, c["e00"])), mu, kt, top)
    return warm / cold, cold, warm


high, low = contact(1e20), contact(2e19)
ef, phi, e00, es = high["ef"], high["phi"], high["e00"], high["es"]

# --- barrier formulas against the summed action
step = 0.02 * phi
levels = np.array([ef - step, ef, ef + step])
action = summed_action(levels, phi, MASS, high["width"], 20000)
assert np.allclose(action, wkb_action(levels, phi, e00), rtol=1e-4)
assert abs((action[0] - action[2]) / (2 * step) * es - 1) < 0.01
curvature = -(action[0] - 2 * action[1] + action[2]) / step**2
curvature_formula = -1 / (2 * e00 * ef * np.sqrt(1 - ef / phi))
assert abs(curvature / curvature_formula - 1) < 0.02
equal_ratio = 1 / np.cosh(1.0)**2
pair = phi * (equal_ratio + np.array([-0.01, 0.01]))
pair_action = summed_action(pair, phi, MASS, high["width"], 20000)
assert abs((pair_action[0] - pair_action[1]) / (0.02 * phi) * e00 - 1) < 0.01

# --- growth scale against the wave equation, for a thick barrier
thick = 40 * e00
centre = 0.3 * thick
around = centre + np.array([-0.05, 0.05]) * e00
thick_t = wave_transmission(around, thick, MASS,
                            depletion_width(high["n"], EPS_R, thick),
                            metal_depth, 3000)
wave_slope = np.log(thick_t[1] / thick_t[0]) / (0.1 * e00)
# the tolerance covers the slowly varying prefactor that WKB leaves out
assert abs(wave_slope * e00 / slope_number(centre, thick) - 1) < 0.03

# --- whole barrier integral approaches the law when EF and phi far exceed E00
big_phi, big_ef = 600.0, 200.0
big_scale = 1 / slope_number(big_ef, big_phi)
big_kt = 0.5 * big_scale


def big_t(e):
    return np.exp(-wkb_action(e, big_phi, 1.0))


big_ratio = (weighted_transmission(big_t, big_ef, big_kt, big_phi, 20001)
             / weighted_transmission(big_t, big_ef, 0, big_phi, 20001))
assert abs(big_ratio / law(0.5) - 1) < 5e-3

# --- bulk density: the cold limit of the neutral level is the Fermi energy
cold_mu = chemical_potential(high["n"], MASS, VALLEYS, ef / 200)
assert abs(cold_mu / ef - 1) < 1e-3

# --- size of the neglected effects at room temperature
def edge_t(e):
    return np.exp((np.minimum(e, phi) - ef) / es)


edge_cold = weighted_transmission(edge_t, ef, 0, phi)
assert abs(edge_cold / (es * (1 - np.exp(-ef / es))) - 1) < 1e-6
edge_factor = weighted_transmission(edge_t, ef, kt_room, phi) / edge_cold
full_factor, full_cold, full_warm = wkb_factor(high, kt_room)
neutral_factor, _, neutral_warm = wkb_factor(high, kt_room, True)


def wave_t(e):
    return wave_transmission(e, phi, MASS, high["width"], metal_depth, 600)


def image_t(e):
    return np.exp(-summed_action(e, phi, MASS, high["width"], 1500, EPS_R))


wave_cold = weighted_transmission(wave_t, ef, 0, phi)
wave_warm = weighted_transmission(wave_t, ef, kt_room, phi)
image_cold = weighted_transmission(image_t, ef, 0, phi)
image_warm = weighted_transmission(image_t, ef, kt_room, phi)
xs = np.linspace(0.001, 1, 20001) * high["width"]
image_top = np.max(phi * (1 - xs / high["width"])**2 - 1 / (4 * EPS_R * xs))


def resistivity(integral):
    return RHO_OHM_CM2 / (VALLEYS * MASS / (2 * np.pi**2) * integral)


t_fermi = np.exp(-wkb_action(ef, phi, e00))
a_room = kt_room / es
print(f"barrier above Fermi level: {PHI_B_EV:.2f} eV")
print(f"mass {MASS:.2f} m_e, eps_r {EPS_R:.1f}, valleys {VALLEYS}")
print(f"metal band depth in wave test: {METAL_DEPTH_EV:.1f} eV")
print(f"kT at {T_ROOM:.0f} K: {kt_room * HARTREE_EV:.5f} eV")
print(f"EF/phi at which Es = E00: {equal_ratio:.4f}")
for name, c in (("1e20", high), ("2e19", low)):
    print(f"doping {name} cm^-3:")
    print(f"  EF {c['ef'] * HARTREE_EV:.4f} eV, "
          f"phi {c['phi'] * HARTREE_EV:.4f} eV")
    print(f"  depletion width {c['width'] * BOHR_M * 1e9:.2f} nm")
    print(f"  E00 {c['e00'] * HARTREE_EV:.4f} eV, L {c['L']:.3f}, "
          f"Es {c['es'] * HARTREE_EV:.4f} eV")
    print(f"  limit kT=E00: {c['e00'] * HARTREE_EV / K_EV:.0f} K, "
          f"kT=Es: {c['es'] * HARTREE_EV / K_EV:.0f} K")
    print(f"  300 K: kT/E00 {kt_room / c['e00']:.3f}, "
          f"kT/Es {kt_room / c['es']:.3f}")
    print(f"  300 K sine formula: with E00 {law(kt_room / c['e00']):.3f}, "
          f"with Es {law(kt_room / c['es']):.3f}")
    print(f"  300 K full WKB factor, fixed EF: "
          f"{wkb_factor(c, kt_room)[0]:.3f}")
    mu_room = chemical_potential(c["n"], MASS, VALLEYS, kt_room)
    print(f"  300 K neutral level {mu_room * HARTREE_EV:.4f} eV, "
          f"WKB factor {wkb_factor(c, kt_room, True)[0]:.3f}")
print("factor at 1e20 cm^-3 (Es formula, full WKB at fixed EF):")
for temperature in (100, 200, 300, 400):
    kt = K_EV * temperature / HARTREE_EV
    print(f"  {temperature} K: {law(kt / es):.3f}, "
          f"{wkb_factor(high, kt)[0]:.3f}")
print("further results at 1e20 cm^-3, 300 K where thermal:")
print(f"WKB transmission at EF: {t_fermi:.3e}")
print(f"mean normal energy from EF, Es law: "
      f"{-np.pi * kt_room / np.tan(np.pi * a_room) * HARTREE_EV:.4f} eV")
print(f"fraction below band bottom at 0 K: {np.exp(-ef / es):.3f}")
tail = np.exp(-(1 - a_room) * phi_b / kt_room) / (1 - a_room)
print(f"fraction above barrier top: "
      f"{tail * np.sin(np.pi * a_room) / np.pi:.2e}")
print(f"factor, exponential with band edges: {edge_factor:.3f}")
print(f"factor, wave equation: {wave_warm / wave_cold:.3f}")
print(f"factor, WKB with image force: {image_warm / image_cold:.3f}")
print(f"barrier lowering by image force: "
      f"{(phi - image_top) * HARTREE_EV:.3f} eV")
print("contact resistivity at 0 K and 300 K, ohm cm2:")
print(f"  Es law: {resistivity(t_fermi * es):.3e}, "
      f"{resistivity(t_fermi * es * law(a_room)):.3e}")
print(f"  full WKB, fixed EF: {resistivity(full_cold):.3e}, "
      f"{resistivity(full_warm):.3e}")
print(f"  full WKB, neutral level, 300 K: {resistivity(neutral_warm):.3e}")
print(f"  wave equation: {resistivity(wave_cold):.3e}, "
      f"{resistivity(wave_warm):.3e}")
print(f"  image force: {resistivity(image_cold):.3e}, "
      f"{resistivity(image_warm):.3e}")
for normal_mass in (0.2, 0.9):
    e00_mass = e00_energy(high["n"], normal_mass, EPS_R)
    es_mass = e00_mass / high["L"]
    print(f"normal mass {normal_mass:.1f} m_e: "
          f"T_F {np.exp(-wkb_action(ef, phi, e00_mass)):.2e}, "
          f"Es factor {law(kt_room / es_mass):.3f}")
print("no test failed")
```

It prints:

```
barrier above Fermi level: 0.60 eV
mass 0.30 m_e, eps_r 12.0, valleys 6
metal band depth in wave test: 5.0 eV
kT at 300 K: 0.02585 eV
EF/phi at which Es = E00: 0.4200
doping 1e20 cm^-3:
  EF 0.0793 eV, phi 0.6793 eV
  depletion width 3.00 nm
  E00 0.0979 eV, L 1.736, Es 0.0564 eV
  limit kT=E00: 1136 K, kT=Es: 654 K
  300 K: kT/E00 0.264, kT/Es 0.459
  300 K sine formula: with E00 1.125, with Es 1.453
  300 K full WKB factor, fixed EF: 1.550
  300 K neutral level 0.0712 eV, WKB factor 1.411
doping 2e19 cm^-3:
  EF 0.0271 eV, phi 0.6271 eV
  depletion width 6.45 nm
  E00 0.0438 eV, L 2.253, Es 0.0194 eV
  limit kT=E00: 508 K, kT=Es: 225 K
  300 K: kT/E00 0.591, kT/Es 1.331
  300 K sine formula: with E00 1.934, with Es -4.851
  300 K full WKB factor, fixed EF: 15.226
  300 K neutral level 0.0018 eV, WKB factor 10.310
factor at 1e20 cm^-3 (Es formula, full WKB at fixed EF):
  100 K: 1.040, 1.055
  200 K: 1.172, 1.229
  300 K: 1.453, 1.550
  400 K: 2.046, 2.063
further results at 1e20 cm^-3, 300 K where thermal:
WKB transmission at EF: 5.994e-03
mean normal energy from EF, Es law: -0.0106 eV
fraction below band bottom at 0 K: 0.245
fraction above barrier top: 2.04e-06
factor, exponential with band edges: 1.605
factor, wave equation: 1.416
factor, WKB with image force: 1.535
barrier lowering by image force: 0.228 eV
contact resistivity at 0 K and 300 K, ohm cm2:
  Es law: 1.016e-07, 6.992e-08
  full WKB, fixed EF: 1.435e-07, 9.257e-08
  full WKB, neutral level, 300 K: 1.017e-07
  wave equation: 9.586e-08, 6.769e-08
  image force: 5.815e-08, 3.787e-08
normal mass 0.2 m_e: T_F 1.53e-02, Es factor 1.274
normal mass 0.9 m_e: T_F 1.42e-04, Es factor 4.150
no test failed
```
